# Discretising white growth noise so that the interface spectrum converges

## Definitions and conventions

A growing film has height $h(\mathbf x,t)$, measured from the mean height $Ft$, where $F$ is the growth rate. The surface is a periodic square of side $L$, flat at $t=0$, and obeys the linear equation

$$\partial_t h=\nu\nabla^2h-K\nabla^4h+\eta ,\qquad \nu\ge 0,\ K\ge 0 .$$

The $\nu$ term represents a downhill current and the $K$ term smoothing by surface diffusion. The noise $\eta$ has zero mean and

$$\langle\eta(\mathbf x,t)\eta(\mathbf x',t')\rangle=2D\,\delta^2(\mathbf x-\mathbf x')\,\delta(t-t') .$$

Lengths are in nm and times in s, so $\eta$ is in nm/s and $2D$ in nm$^4$/s. With $\hat h_{\mathbf k}=\int h\,e^{-i\mathbf k\cdot\mathbf x}d^2x$, the spectrum is $S(\mathbf k,t)=\langle|\hat h_{\mathbf k}|^2\rangle/L^2$, in nm$^4$.

On a grid of square cells of side $\Delta x$, the integral becomes $\Delta x^2\sum$. Time advances in steps $\Delta t$, with $t=n\Delta t$.

## The spectrum to be reproduced

Each Fourier mode obeys $\partial_t\hat h=-\lambda\hat h+\hat\eta$, with $\lambda=\nu k^2+Kk^4$. The spatial delta function removes one of the two integrals in the noise correlation, and the other gives the area:

$$\langle\hat\eta_{\mathbf k}(t)\hat\eta^*_{\mathbf k}(t')\rangle=2DL^2\delta(t-t') .$$

From a flat start, $\hat h(t)=\int_0^te^{-\lambda(t-s)}\hat\eta(s)\,ds$. Squaring and averaging leaves one time integral:

$$S=2D\int_0^te^{-2\lambda(t-s)}ds=\frac{D}{\lambda}\left(1-e^{-2\lambda t}\right).$$

For $\lambda t\ll1$ this is $2Dt$: atoms accumulate at random and smoothing has not yet acted. For $\lambda t\gg1$ it saturates at $D/\lambda$. The uniform mode, with $\lambda=0$, keeps $S=2Dt$.

## What goes wrong with noise of fixed size

The naive scheme gives every cell, at every step, an independent random growth rate $\eta_i$ of fixed variance $\sigma^2$:

$$h_i\leftarrow h_i+\Delta t\,(\nu\hat\Delta h-K\hat\Delta^2h)_i+\Delta t\,\eta_i ,$$

where $\hat\Delta$ is the five-point Laplacian. A mode is multiplied by some factor $g$ and receives $\Delta t\,\hat\eta$, with $\hat\eta=\Delta x^2\sum_i\eta_ie^{-i\mathbf k\cdot\mathbf x_i}$. Different cells are independent and there are $L^2/\Delta x^2$ of them, so

$$\frac{\langle|\hat\eta|^2\rangle}{L^2}=\frac{\Delta x^4}{L^2}\,\frac{L^2}{\Delta x^2}\,\sigma^2=\sigma^2\Delta x^2 .$$

The new noise is independent of the present height. The cross term therefore averages to zero, and

$$S_{n+1}=g^2S_n+\sigma^2\Delta x^2\Delta t^2 .$$

There are $1/\Delta t$ steps per unit time, so noise enters the spectrum at the rate $\sigma^2\Delta x^2\Delta t$. At fixed $\sigma$ this vanishes under refinement: more independent numbers are averaged over the same area and time, and they cancel more completely.

Suppose $\sigma$ is correct for 4 nm cells and 4 s steps and is then kept for 2 nm cells and 0.25 s steps. The noise strength falls by $(1/2)^2(1/16)=1/64=0.0156$. For the mode of wavelength 32 nm studied below, the computed spectrum falls to 0.0148 of its coarse-grid value. The small difference from $1/64$ is the change in discretisation error between the grids.

The continuum rate is $2D$. Requiring $\sigma^2\Delta x^2\Delta t=2D$ gives

$$\boxed{\ \sigma^2=\frac{2D}{\Delta x^2\,\Delta t}\ }$$

With a standard random number $\xi$ of unit variance, the height increment is

$$\Delta t\,\eta_i=\sqrt{\frac{2D\,\Delta t}{\Delta x^2}}\;\xi_i .$$

At fixed $\Delta x$, the random growth rate diverges as $\Delta t\to0$, but the height it deposits in one step goes to zero as $\sqrt{\Delta t}$.

## The same rule from averaging and from counting atoms

The average of $\eta$ over one cell and one step is $\bar\eta=(\Delta x^2\Delta t)^{-1}\int\eta\,d^2x\,dt$. Its variance contains two integrals over the cell and step, and the delta functions remove one:

$$\langle\bar\eta^2\rangle=\frac{2D\,\Delta x^2\Delta t}{(\Delta x^2\Delta t)^2}=\frac{2D}{\Delta x^2\Delta t}.$$

Disjoint cells and steps share no delta function, so their averages are uncorrelated.

The strength $2D$ follows from the atoms. Let each have volume $\Omega$, arrive independently of the others and stick. The number $N$ landing in a cell during a step is a Poisson variable with mean and variance $F\Delta t\,\Delta x^2/\Omega$. One atom raises the mean cell height by $\Omega/\Delta x^2$, so the growth-rate fluctuation is $(N-\langle N\rangle)\Omega/(\Delta x^2\Delta t)$. Its variance is

$$\frac{F\Delta t\,\Delta x^2}{\Omega}\,\frac{\Omega^2}{\Delta x^4\Delta t^2}=\frac{\Omega F}{\Delta x^2\Delta t},\qquad\text{so}\qquad 2D=\Omega F .$$

One set of random arrivals over 64 s was binned in three ways. The measured variance divided by this rule was 0.945 for 4 nm and 4 s, 0.986 for 4 nm and 1 s, and 0.995 for 2 nm and 1 s. The expected standard errors are about 2.2, 1.1 and 0.6 %. The first value is therefore 2.5 standard errors low, while the variance itself changes sixteenfold between the first and last binning.

## The discrete spectrum and its stability limit

Acting on $e^{ikx}$, the second difference gives

$$\frac{e^{ik\Delta x}+e^{-ik\Delta x}-2}{\Delta x^2}=-\frac{4}{\Delta x^2}\sin^2\frac{k\Delta x}{2}.$$

The two axes add, and applying the Laplacian twice squares its value. Hence $g=1-\hat\lambda\Delta t$, with

$$\hat\lambda=\nu\hat k^2+K\hat k^4,\qquad \hat k^2=\frac{4}{\Delta x^2}\left(\sin^2\frac{k_x\Delta x}{2}+\sin^2\frac{k_y\Delta x}{2}\right).$$

With the correct noise, $S_{n+1}=g^2S_n+2D\Delta t$. Starting from zero, this is a geometric sum. Since $1-g^2=\hat\lambda\Delta t(2-\hat\lambda\Delta t)$,

$$S_n=2D\Delta t\,\frac{1-g^{2n}}{1-g^2}=\frac{D}{\hat\lambda}\,\frac{1-g^{2n}}{1-\hat\lambda\Delta t/2}.$$

Boundedness of every decaying mode requires $|g|<1$, or $\hat\lambda\Delta t<2$. The largest $\hat\lambda$ is at the corner $k_x=k_y=\pi/\Delta x$, where $\hat k^2=8/\Delta x^2$.

Take $\nu=0.02$ nm$^2$/s, $K=1$ nm$^4$/s and $\Delta x=4$ nm. Then $\hat k^2=0.5$ nm$^{-2}$, $\hat\lambda=0.01+0.25=0.26$ s$^{-1}$, and the limit is $2/0.26=7.69$ s. After 600 s the corner spectrum is 0.154 nm$^4$ with a 7.5 s step and about $10^4$ nm$^4$ with an 8 s step. The first value is bounded but not accurate: the factor $1/(1-\hat\lambda\Delta t/2)$ is then 40.

When $K$ dominates, stability demands $\Delta t<\Delta x^4/(32K)$. The refinement below uses half of this, $\Delta t=\Delta x^4/(64K)$. For $K=0$ the condition is the milder $\Delta t<\Delta x^2/(4\nu)$.

## Error at a fixed wavevector

Define $q=2\lambda t/(e^{2\lambda t}-1)$, which falls from 1 at early times to 0 at late times.

For the time error, set $\hat\lambda=\lambda$ and expand at fixed $t$:

$$g^{2n}=\exp\left[\frac{2t}{\Delta t}\ln(1-\lambda\Delta t)\right]\simeq e^{-2\lambda t}\left(1-\lambda^2t\,\Delta t\right).$$

The denominator contributes a factor $1+\lambda\Delta t/2$. Dividing by the continuum result gives the relative error

$$\frac{\lambda\Delta t}{2}+\frac{\lambda^2t\,\Delta t}{e^{2\lambda t}-1}=\frac{\lambda\Delta t}{2}(1+q).$$

For the space error, $\sin^2u\simeq u^2-u^4/3$ gives $\hat k^2\simeq k^2-\Delta x^2(k_x^4+k_y^4)/12$. Inserting this into $\hat\lambda$ gives $\hat\lambda\simeq\lambda(1-\varepsilon)$, with

$$\varepsilon=\frac{\Delta x^2(k_x^4+k_y^4)(\nu+2Kk^2)}{12\,\lambda}.$$

The response of $S$ to $\lambda$ is

$$\frac{\partial\ln S}{\partial\ln\lambda}=-1+\frac{2\lambda t\,e^{-2\lambda t}}{1-e^{-2\lambda t}}=-(1-q).$$

To leading order the total relative error is therefore

$$\frac{S_n}{S}-1\simeq\frac{\lambda\Delta t}{2}(1+q)+\varepsilon(1-q).$$

Both terms are positive. The grid smooths too weakly. The Euler step leaves the noise added in a step undamped during that step, an excess of $\lambda\Delta t$; this outweighs its slightly too strong damping of the existing height, which contributes $-(\lambda\Delta t/2)(1-q)$. For a saturated mode along an axis with $K$ dominant, $\varepsilon=k^2\Delta x^2/6$. Under those conditions a spatial error of 1 % needs about 26 cells per wavelength.

## A check without sampling error

Random surfaces would hide a 1 % error unless very many were averaged. The correlation function $C(\mathbf r)=\langle h(\mathbf x)h(\mathbf x+\mathbf r)\rangle$ avoids this. Write the noise-free update as $h\leftarrow Ah$. Both heights in the product are updated, and the stencil is symmetric and the same everywhere, so $A$ acts twice on $\mathbf r$:

$$C_{n+1}(\mathbf r)=A^2C_n(\mathbf r)+\frac{2D\Delta t}{\Delta x^2}\,\delta_{\mathbf r,0},\qquad S=\Delta x^2\sum_{\mathbf r}C(\mathbf r)e^{-i\mathbf k\cdot\mathbf r}.$$

This evolution uses real-space differences and not the formula for $\hat\lambda$. On all three grids below, its spectrum agrees with the closed form for $S_n$ in every mode, to a relative $10^{-7}$.

## Worked example: low-temperature silicon epitaxy

The example takes the atomic volume and layer height of silicon(001), at 550 K, with $F=0.1$ nm/s for 600 s, a 60 nm film, and $L=64$ nm. The $\nu$ and $K$ above are assumed for illustration and are not measured values. The film is also assumed to stay crystalline, although silicon grown at low temperature can turn amorphous beyond a limiting thickness. The atomic volume $\Omega=0.02002$ nm$^3$ gives $2D=0.02002\times0.1=0.002002$ nm$^4$/s.

For wavelength 32 nm along an axis, $k=2\pi/32=0.1963$ nm$^{-1}$. Then

$$\lambda=0.02(0.03855)+0.001486=0.002257\ \text{s}^{-1},\qquad 2\lambda t=2.709,$$

$$S=\frac{0.001001}{0.002257}\left(1-e^{-2.709}\right)=0.414\ \text{nm}^4 .$$

The mode is close to saturation but has not reached it. The three grids give:

| $\Delta x$ (nm) | $\Delta t$ (s) | $S$ (nm$^4$) | error relative to continuum |
|---|---|---|---|
| 4 | 4 | 0.4452 | 7.5 % |
| 2 | 0.25 | 0.4213 | 1.76 % |
| 4/3 | 0.0494 | 0.4172 | 0.77 % |

On the finest grid $q=0.193$ and $\varepsilon=0.00947$. The space term is $0.00947\times0.807=0.00764$ and the time term is below $10^{-4}$. The leading-order total, 0.771 %, matches the computed 0.772 %. The observed order between the last two grids is 2.03, as expected when $\Delta t\propto\Delta x^4$ makes the time error the smaller one. Extrapolating these two grids in $\Delta x^2$ gives 0.4139 nm$^4$, against the continuum 0.4140 nm$^4$.

First-order convergence in time was tested separately, with 4 nm cells and wavelength 16 nm. Halving the step from 4 to 2 to 1 s changes $S$ by two successive amounts in the ratio 2.06, close to the first-order value 2.

## Why convergence is not uniform

The error formula assumes $k\Delta x\ll1$. The corner mode moves outward as the grid is refined and never satisfies this. There the true $k^2$ is $2\pi^2/\Delta x^2$, while $\hat k^2=8/\Delta x^2$. For small cells $K$ dominates, so

$$\frac{\lambda}{\hat\lambda}\to\frac{4\pi^4}{64}=\frac{\pi^4}{16},\qquad \hat\lambda\Delta t\to\frac{64K}{\Delta x^4}\,\frac{\Delta x^4}{64K}=1 .$$

The Euler denominator adds a factor 2. The numerical spectrum at the corner thus exceeds the continuum one by a factor tending to $\pi^4/8=12.18$. The computed factors are 12.39, 12.23 and 12.20. Refinement at this fixed $K\Delta t/\Delta x^4$ does not remove the error; it moves it to shorter wavelengths.

The total roughness, $W^2=L^{-2}\sum_{\mathbf k\ne0}S$, still converges for $K>0$. The excess factor stays bounded, and the modes beyond a wavevector $k_c$ contribute at most a constant times

$$\frac{D}{K}\int_{k_c}^\infty\frac{k\,dk}{2\pi k^4}=\frac{D}{4\pi Kk_c^2}.$$

This is small for large $k_c$ whatever the grid, and the finitely many modes below $k_c$ converge one by one. The computed $W$ is 0.0664, 0.0634 and 0.0626 nm, against the continuum 0.0617 nm.

For $K=0$ the outcome differs. The short waves saturate at $D/(\nu k^2)$, and $\int k\,dk/k^2$ grows as $\ln(1/\Delta x)$. The spectrum converges at each $k$, but the roughness has no continuum limit. The mean square slope has the same logarithm even for $K>0$, so a computed slope must be quoted with its cell size.

## Few atoms per cell

The mean number of atoms per cell and step is 320, 5.0 and 0.44 on the three grids. On the finest, the arrivals are far from Gaussian. The recursion for $S$, however, used only zero mean, variance and independence. The two kinds of noise therefore give the same spectrum; they differ in higher moments of the height.

Sampled surfaces agree with this:

- Gaussian noise on 1000 surfaces with 4 nm cells gives $0.454\pm0.010$ nm$^4$ for the 32 nm wavelength, against 0.445 nm$^4$ from the recursion. Averaged over all non-uniform modes, the ratio of sample to recursion is 0.993, which is 2.6 standard errors low.
- Poisson noise on 60 surfaces with 2 nm cells and 5.0 atoms per cell and step, run for 150 s, gives a ratio of 0.999, with a standard error of about 0.006.

## What the real surface adds

The following are order-of-magnitude estimates at wavelength 32 nm. They use a diffusion length $\ell$ from the scaling $K\approx(F/a_0)\ell^4$, with layer height $a_0=0.136$ nm, which gives $\ell=1.08$ nm. This length follows from the assumed $K$, not from silicon data, and is less than three atomic hops. A diffusion length of 5 nm would mean $K\approx460$ nm$^4$/s and a much smoother surface. The estimates therefore apply to the assumed parameters and not to silicon in general.

For these parameters the largest of the omissions estimated here is a step-edge barrier $\Delta E$, which hinders atoms from descending, provided it exceeds about 3 meV. Its height is assumed below, not taken from silicon data. Consider a terrace of width $\ell$ with adatom density $n$ and diffusivity $D_s$, where $D_sn''=-F/\Omega$. Let $n=0$ at the ascending step, $x=0$, and $-n'=n/\ell_E$ at the descending edge. The first condition gives $n=(F/\Omega D_s)(cx-x^2/2)$, and the second gives $c=(\ell\ell_E+\ell^2/2)/(\ell+\ell_E)$. Hence

$$n(\ell)=\frac{F}{\Omega D_s}\,\frac{\ell^2\ell_E}{2(\ell+\ell_E)} .$$

The mean uphill volume current is $\Omega D_sn(\ell)/\ell$. The surface studied here is mostly less steep than the slope $a_0/\ell$ of such terraces. Assuming that the current stays proportional to the slope on gentler surfaces, dividing by $a_0/\ell$ gives the amount by which $\nu$ is reduced:

$$\delta\nu=\frac{F\ell^2\ell_E}{2a_0(\ell+\ell_E)} .$$

If the hop over the edge is slower by $e^{-\Delta E/k_BT}$, its extra resistance is that of a length $\ell_E=a_h(e^{\Delta E/k_BT}-1)$, with $a_h$ the hop length. A barrier of only about 6 meV then cancels $\nu$. At 20 meV the net $\nu$ is about $-0.05$ nm$^2$/s, long waves grow instead of decaying, and $S$ is 3.6 times larger. These figures apply a continuum formula to a terrace under three hops wide. Discrete terraces of three and two sites give a cancelling barrier of about 6 and 9 meV, and factors of about 4.4 and 2.3 at 20 meV. With $\ell=5$ nm and $K\approx460$ nm$^4$/s, the same 20 meV barrier changes $S$ at 32 nm by only about 2 %, because the $K$ term then dominates at that wavelength.

The other effects are smaller:

- A substrate 10 K hotter lowers $S$ by about 14 %, for an assumed activation energy of 0.7 eV in $K$ and with $\nu$ held fixed.
- Random hopping carries noise of strength $2D_s\bar nk^2$, to be compared with the arrival noise $F/\Omega$. Without a barrier the mean density is $\bar n=F\ell^2/(12\Omega D_s)$, so the ratio is $k^2\ell^2/6$, or 0.7 %. This is not a net addition, because the same diffusion smooths the arrival noise by an equal amount. An atom that lands at $x$ and is incorporated at $x+\delta$ contributes $e^{-ik(x+\delta)}$, which has unit modulus. For atoms that move independently to fixed, evenly spaced steps, the deposited noise therefore stays $F/\Omega$.
- Rounding heights to whole layers, with errors uniform over $a_0$ and correlated over an area $A$, adds $a_0^2A/12$. Taking $A=\ell^2$ gives 0.4 % of $S$, but this is too low, because on so smooth a surface neighbouring heights round alike. For Gaussian heights with the spectrum above, $A$ is about 15 nm$^2$ and the addition is about 5 % of $S$ when averaged over all positions of the mean height between two layers. At a given mean height the rounding error is also correlated with the height itself. The change in $S$ then ranges from about $-1.5$ %, when the mean lies on a whole layer, to about $+12$ %, when it lies halfway between two.
- The coefficients $\nu$ and $K$ may themselves depend on slope. If the correction scales as the squared ratio of $\ell$ to the terrace width, which is assumed here and not derived, the finest-grid rms slope of 0.023 makes it of order 0.03.

The uncertain $K$, and for the assumed $K$ a barrier of a few meV or more, thus matter far more than the 0.8 % grid error. The roughness of 0.06 nm is also less than half a layer, where a continuous height is a poor picture of the atomic surface. It is a reference level for deposition noise in this linear model, not a prediction of a measured roughness. The numerical output below gives the remaining digits.

## Calculated quantities

```
Growth rate F = 0.10 nm/s; time = 600 s
Film thickness = 60 nm; side L = 64 nm
nu = 0.020 nm^2/s; K = 1.00 nm^4/s
Atomic volume = 0.02002 nm^3; layer = 0.1358 nm
Noise strength 2D = 0.002002 nm^4/s
Atom bins 4 nm, 4 s: variance/rule = 0.9447
Atom bins 4 nm, 1 s: variance/rule = 0.9860
Atom bins 2 nm, 1 s: variance/rule = 0.9945
Main mode: wavelength = 32 nm; k = 0.19635 1/nm
Decay rate lambda = 0.002257 1/s; 2 lambda t = 2.7089
Continuum spectrum S = 0.41398 nm^4
Cell 4.0000 nm: dt = 4.00000 s
  noise rms = 0.00559 nm/s; atoms/cell/step = 319.614
  S = 0.44515 nm^4; error = 7.531 %
  roughness W = 0.06643 nm
  corner S / continuum S = 12.393
Cell 2.0000 nm: dt = 0.25000 s
  noise rms = 0.04475 nm/s; atoms/cell/step = 4.994
  S = 0.42126 nm^4; error = 1.760 %
  roughness W = 0.06337 nm
  corner S / continuum S = 12.227
Cell 1.3333 nm: dt = 0.04938 s
  noise rms = 0.15103 nm/s; atoms/cell/step = 0.438
  S = 0.41717 nm^4; error = 0.772 %
  roughness W = 0.06256 nm
  corner S / continuum S = 12.198
Continuum roughness W = 0.06168 nm
Observed order in dx, last two grids = 2.032
Leading-order error, finest grid = 0.771 %
Extrapolated S = 0.41390 nm^4
Corner-ratio limit = 12.176
Time-step difference ratio on halving = 2.056
Stability limit, 4 nm cells = 7.692 s
Corner S at dt 7.5 s = 0.1540 nm^4; 8 s = 9.93e+03 nm^4
Fixed-variance noise: S(2 nm)/S(4 nm) = 0.01479
Gaussian sample S, 4 nm = 0.4539 +/- 0.0100 nm^4
All-mode sample/formula, Gaussian = 0.9926
All-mode sample/formula, Poisson = 0.9988
Temperature = 550 K; kT = 47.40 meV
Estimated diffusion length = 1.079 nm
Barrier that cancels nu = 6.10 meV
Barrier 20 meV: net nu = -0.0475 nm^2/s
  S with barrier / S without = 3.598
Assumed activation energy of K = 0.70 eV
Change of S for 10 K hotter = -14.1 %
Hopping/deposition noise = 0.75 %
Layer discreteness / S = 0.43 %
Rms slope, finest grid = 0.0231
Slope nonlinearity parameter = 0.0338
```
